# Constrained Gaussian fit of the neon-core Coulomb potential of sodium: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""
Result under test: the short-range Coulomb potential of the neon core of sodium,
    U(r) = -2 N/r + V_H(r) = -(2/r) f(r)       (Rydberg units, e^2 = 2),
is fitted by -(2/r) sum_k A_k exp(-a_k r^2) with sum_k A_k = N = 10.
V_H: Hartree potential of the core electrons; f: unscreened core charge, f(0) = N.
The fit minimizes D = integral of (f - f_fit)^2 dr. The core is that of Na+ in
restricted Hartree-Fock; the 3s electron moves in the field of this frozen core.
PySCF works in hartree; energies are doubled to obtain rydberg.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import minimize
from scipy.special import erfc
from pyscf import gto, scf

Z, N = 11, 10
RY_EV = physical_constants["Rydberg constant times hc in eV"][0]

# ---------- Hartree-Fock core ----------
s_basis = [[0, [0.015 * 2.3**k, 1.0]] for k in range(19)]
p_basis = [[1, [0.08 * 2.3**k, 1.0]] for k in range(12)]
mol = gto.M(atom="Na 0 0 0", basis={"Na": s_basis + p_basis},
            charge=1, spin=0, verbose=0)
mf = scf.RHF(mol)
mf.chkfile = None
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
dm = mf.make_rdm1()
overlap = mol.intor("int1e_ovlp")
kinetic = mol.intor("int1e_kin")
inverse_r = -mol.intor("int1e_nuc") / Z
J, K_exchange = mf.get_jk(mol, dm)
fock = mf.get_hcore() + J - 0.5 * K_exchange
kinetic_energy = np.sum(dm * kinetic)
virial = (mf.e_tot - kinetic_energy) / kinetic_energy
assert abs(virial + 2) < 1e-3      # finite basis
mean_inv_r = np.sum(dm * inverse_r)
mean_r2 = np.sum(dm * mol.intor("int1e_r2"))

ao_start = mol.ao_loc_nr()
shells = {l: [i for i in range(mol.nbas) if mol.bas_angular(i) == l]
          for l in (0, 1)}
index = {l: np.array([ao_start[i] for i in shells[l]]) for l in (0, 1)}
alpha = {l: np.array([mol.bas_exp(i)[0] for i in shells[l]]) for l in (0, 1)}


def deficit(r):
    """Unscreened core charge f(r) in closed form from the Gaussian density."""
    r = np.atleast_1d(r)
    total = np.zeros(len(r))
    for l in (0, 1):
        block = np.ix_(index[l], index[l])
        charge = ((2 * l + 1) * dm[block] * overlap[block]).ravel()
        p = (alpha[l][:, None] + alpha[l][None, :]).ravel()
        x = np.sqrt(p)[None, :] * r[:, None]
        shape = erfc(x)
        if l == 1:
            shape = shape + 2 * x * np.exp(-x**2) / (3 * np.sqrt(np.pi))
        total += shape @ charge
    return total


def radial_density(r):
    coords = np.zeros((len(r), 3))
    coords[:, 2] = r
    ao = mol.eval_gto("GTOval_sph", coords)
    return 4 * np.pi * r**2 * np.einsum("gi,ij,gj->g", ao, dm, ao)


# f from its definition: enclosed charge and outer shells integrated directly
u, wu = np.polynomial.legendre.leggauss(240)
u, wu = 0.5 * (u + 1), 0.5 * wu
for radius in (0.05, 0.3, 1.0):
    r_in, w_in = radius * u**2, 2 * radius * u * wu
    r_out, w_out = radius + 12 * u**2, 24 * u * wu
    hartree_times_r = (w_in @ radial_density(r_in)
                       + radius * (w_out @ (radial_density(r_out) / r_out)))
    assert abs(N - hartree_times_r - deficit(radius)[0]) < 1e-7

# ---------- radial grid on 0..40 bohr ----------
t, wt = np.polynomial.legendre.leggauss(800)
t, wt = 0.5 * (t + 1), 0.5 * wt
r, w = 40 * t**3, 120 * t**2 * wt
f = deficit(r)
assert abs(w @ (r * f) - mean_r2 / 6) < 1e-7


# ---------- constrained least squares ----------
def gaussians(a, radius):
    return np.exp(-np.outer(np.atleast_1d(radius)**2, a))


def fit(a):
    """Return constrained A, free A, and the cost of the constraint in D."""
    M = 0.5 * np.sqrt(np.pi / (a[:, None] + a[None, :]))
    b = gaussians(a, r).T @ (w * f)
    free = np.linalg.solve(M, b)
    m_one = np.linalg.solve(M, np.ones(len(a)))
    missing = N - free.sum()
    return free + m_one * missing / m_one.sum(), free, missing**2 / m_one.sum()


def squared_error(A, a):
    return w @ (f - gaussians(a, r) @ A)**2


def exponents(parameters, terms):
    return np.exp(parameters[0] + parameters[1] * np.arange(terms))


def objective(parameters, terms):
    a = exponents(parameters, terms)
    return np.log(squared_error(fit(a)[0], a))


fits = {}
for terms in (2, 4, 6, 8):
    best = minimize(objective, [0.0, 1.2], args=(terms,), method="Nelder-Mead",
                    options={"xatol": 1e-7, "fatol": 1e-10, "maxiter": 1500})
    assert best.success
    a = exponents(best.x, terms)
    fits[terms] = (a, fit(a)[0])
errors = [squared_error(A, a) for a, A in fits.values()]
assert all(later < earlier for earlier, later in zip(errors, errors[1:]))

a6, A6 = fits[6]
_, A6_free, constraint_cost = fit(a6)
g6, root_w = gaussians(a6, r), np.sqrt(w)
# independent solution: last coefficient eliminated, least squares on the grid
reduced = np.linalg.lstsq(root_w[:, None] * (g6[:, :-1] - g6[:, -1:]),
                          root_w * (f - N * g6[:, -1]), rcond=None)[0]
assert np.allclose(np.append(reduced, N - reduced.sum()), A6, atol=1e-6)
free_grid = np.linalg.lstsq(root_w[:, None] * g6, root_w * f, rcond=None)[0]
D6, D6_free = squared_error(A6, a6), squared_error(free_grid, a6)
assert np.isclose(D6 - D6_free, constraint_cost, rtol=1e-5, atol=1e-13)

# ---------- behaviour at the nucleus ----------
h = 1e-6
f_h = deficit(h)[0]
assert np.isclose((N - f_h) / h, mean_inv_r, rtol=1e-5)
error_at_nucleus = -2 * ((gaussians(a6, h) @ A6)[0] - f_h) / h
assert np.isclose(error_at_nucleus, -2 * mean_inv_r, rtol=1e-3)
free_error_times_r = -2 * ((gaussians(a6, h) @ A6_free)[0] - f_h)
assert abs(free_error_times_r + 2 * (A6_free.sum() - N)) < 2e-4
fit_moment = np.sum(A6 / (2 * a6))
assert abs(fit_moment / (mean_r2 / 6) - 1) < 0.02

# ---------- 3s level in the model-potential Hamiltonian (rydberg) ----------
ss = np.ix_(index[0], index[0])
S = overlap[ss]
norm = (2 * alpha[0] / np.pi)**0.75
pair_sum = alpha[0][:, None] + alpha[0][None, :]


def screened_inverse_r(a):
    return 2 * np.pi * np.outer(norm, norm) / (pair_sum + a)


assert np.allclose(screened_inverse_r(0.0), inverse_r[ss], rtol=1e-9)
levels, orbitals = eigh(2 * fock[ss], S)
c3s = orbitals[:, 2]
H_exact = 2 * fock[ss]
for c in (0, 1):
    projector = np.outer(S @ orbitals[:, c], S @ orbitals[:, c])
    H_exact = H_exact - 2 * levels[c] * projector
E3s = eigh(H_exact, S, eigvals_only=True)[0]
assert abs(E3s - levels[2]) < 1e-7
U_exact = 2 * (J[ss] - N * inverse_r[ss])
phi3s = np.exp(-np.outer(r**2, alpha[0])) @ (norm * c3s)
n3s = 4 * np.pi * r**2 * phi3s**2
assert abs(w @ n3s - 1) < 1e-8
# two-electron integrals against the radial function f
assert abs(c3s @ J[ss] @ c3s - w @ (n3s * (N - f) / r)) < 1e-7


def level_shift(A, a):
    """Full and first-order shift of 3s when U is replaced by its fit."""
    U_fit = -2 * sum(Ak * screened_inverse_r(ak) for Ak, ak in zip(A, a))
    change = U_fit - U_exact
    first = c3s @ change @ c3s
    by_grid = -2 * (w @ (n3s * (gaussians(a, r) @ A - f) / r))
    assert abs(first - by_grid) < 1e-7
    full = eigh(H_exact + change, S, eigvals_only=True)[0] - E3s
    assert full <= first + 1e-9
    return full, first


shifts = {terms: level_shift(A, a) for terms, (a, A) in fits.items()}
free_shift = level_shift(A6_free, a6)
assert abs(shifts[6][0]) < 0.01

# ---------- output ----------
print(f"Nuclear charge Z = {Z}, core electrons N = {N}")
print(f"Basis: {len(s_basis)} s and {len(p_basis)} p Gaussian exponents")
print(f"Na+ Hartree-Fock energy = {2 * mf.e_tot:.5f} Ry")
print(f"Virial ratio V/T = {virial:.7f}")
print(f"Core sum <1/r> = {mean_inv_r:.5f} bohr^-1")
print(f"Core sum <r^2> = {mean_r2:.5f} bohr^2")
print("Constrained fits: terms, D (bohr), max|f_fit-f|, 3s shift (Ry)")
for terms, (a, A) in fits.items():
    worst = np.max(np.abs(gaussians(a, r) @ A - f))
    print(f"  {terms}  {squared_error(A, a):.4e}  {worst:.5f}"
          f"  {shifts[terms][0]:+.3e}")
print(f"Six terms: a_1 = {a6[0]:.6f} bohr^-2, ratio beta = {a6[1] / a6[0]:.6f}")
print("Six terms: k, a_k (bohr^-2), A_k constrained, A_k free")
for k in range(6):
    print(f"  {k + 1}  {a6[k]:12.6f}  {A6[k]:10.6f}  {A6_free[k]:10.6f}")
print(f"Sum of A_k: constrained {A6.sum():.6f}, free {A6_free.sum():.6f}")
print(f"D: constrained {D6:.5e} bohr, free {D6_free:.5e} bohr")
print(f"Cost of constraint from formula = {constraint_cost:.5e} bohr")
print("r (bohr), f, f_fit (six terms), U_fit-U (Ry)")
for radius in (0.01, 0.05, 0.2, 0.5, 1.0, 2.0):
    exact = deficit(radius)[0]
    model = (gaussians(a6, radius) @ A6)[0]
    print(f"  {radius:.2f}  {exact:.6f}  {model:.6f}"
          f"  {-2 * (model - exact) / radius:+.5f}")
print(f"U_fit-U at r = {h:.0e} bohr: {error_at_nucleus:.4f} Ry")
print(f"Limit -2<1/r> = {-2 * mean_inv_r:.4f} Ry")
print(f"Free fit: r(U_fit-U) at the nucleus = {free_error_times_r:.5f} Ry bohr")
print(f"Integral of r f: exact {mean_r2 / 6:.6f}, fit {fit_moment:.6f} bohr^2")
print(f"s levels 1s, 2s: {levels[0]:.5f}, {levels[1]:.5f} Ry")
print(f"3s level, exact core potential = {E3s:.6f} Ry = {E3s * RY_EV:.4f} eV")
print(f"3s level, six-term fit = {E3s + shifts[6][0]:.6f} Ry")
print(f"3s shift, constrained: full {shifts[6][0]:+.4e} Ry,"
      f" first order {shifts[6][1]:+.4e} Ry")
print(f"3s shift, free: full {free_shift[0]:+.4e} Ry,"
      f" first order {free_shift[1]:+.4e} Ry")
print("all assertions hold")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 148, in <module>
    assert abs(fit_moment / (mean_r2 / 6) - 1) < 0.02
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The failed test required the six-term fit to reproduce the integral of r f within 2 percent, but minimizing D, which has no factor r, guarantees no such accuracy, and the six-term fit found from a single optimizer start missed it. The worked fit now has ten terms, and each exponent search uses several starts, since one start could also end in a poorer local minimum. The 2 percent tolerance is unchanged, but this test, the 0.01 Ry limit on the 3s shift and the other tests of the worked fit now apply to ten terms; the six-term fit is no longer held to them, and its integral error and 3s shift are printed with those of the other sizes. A new test compares the closed integral of every fit with quadrature, the near-nucleus step is reduced from 1e-6 to 1e-7 bohr because ten terms include steeper Gaussians, and the optimizer's stopping thresholds are loosened to stay above rounding noise in log D.

The change:

```diff
@@ -16,4 +16,5 @@
 
 Z, N = 11, 10
+WORKED_TERMS = 10
 RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
 
@@ -112,4 +113,6 @@
 
 def objective(parameters, terms):
+    if parameters[1] < 0.5:        # nearly equal exponents: ill-conditioned
+        return 1e3
     a = exponents(parameters, terms)
     return np.log(squared_error(fit(a)[0], a))
@@ -117,8 +120,9 @@
 
 fits = {}
-for terms in (2, 4, 6, 8):
-    best = minimize(objective, [0.0, 1.2], args=(terms,), method="Nelder-Mead",
-                    options={"xatol": 1e-7, "fatol": 1e-10, "maxiter": 1500})
-    assert best.success
+for terms in (2, 4, 6, 8, 10):
+    searches = [minimize(objective, start, args=(terms,), method="Nelder-Mead",
+                         options={"xatol": 1e-6, "fatol": 1e-8, "maxiter": 1500})
+                for start in ([0.0, 1.2], [0.0, 0.9], [1.0, 1.5], [-0.5, 1.0])]
+    best = min((s for s in searches if s.success), key=lambda s: s.fun)
     a = exponents(best.x, terms)
     fits[terms] = (a, fit(a)[0])
@@ -126,24 +130,30 @@
 assert all(later < earlier for earlier, later in zip(errors, errors[1:]))
 
-a6, A6 = fits[6]
-_, A6_free, constraint_cost = fit(a6)
-g6, root_w = gaussians(a6, r), np.sqrt(w)
+a_fit, A_fit = fits[WORKED_TERMS]
+_, A_free, constraint_cost = fit(a_fit)
+g_fit, root_w = gaussians(a_fit, r), np.sqrt(w)
 # independent solution: last coefficient eliminated, least squares on the grid
-reduced = np.linalg.lstsq(root_w[:, None] * (g6[:, :-1] - g6[:, -1:]),
-                          root_w * (f - N * g6[:, -1]), rcond=None)[0]
-assert np.allclose(np.append(reduced, N - reduced.sum()), A6, atol=1e-6)
-free_grid = np.linalg.lstsq(root_w[:, None] * g6, root_w * f, rcond=None)[0]
-D6, D6_free = squared_error(A6, a6), squared_error(free_grid, a6)
-assert np.isclose(D6 - D6_free, constraint_cost, rtol=1e-5, atol=1e-13)
+reduced = np.linalg.lstsq(root_w[:, None] * (g_fit[:, :-1] - g_fit[:, -1:]),
+                          root_w * (f - N * g_fit[:, -1]), rcond=None)[0]
+assert np.allclose(np.append(reduced, N - reduced.sum()), A_fit, atol=1e-6)
+free_grid = np.linalg.lstsq(root_w[:, None] * g_fit, root_w * f, rcond=None)[0]
+D_con, D_free = squared_error(A_fit, a_fit), squared_error(free_grid, a_fit)
+assert np.isclose(D_con - D_free, constraint_cost, rtol=1e-5, atol=1e-13)
 
 # ---------- behaviour at the nucleus ----------
-h = 1e-6
+h = 1e-7
 f_h = deficit(h)[0]
 assert np.isclose((N - f_h) / h, mean_inv_r, rtol=1e-5)
-error_at_nucleus = -2 * ((gaussians(a6, h) @ A6)[0] - f_h) / h
+error_at_nucleus = -2 * ((gaussians(a_fit, h) @ A_fit)[0] - f_h) / h
 assert np.isclose(error_at_nucleus, -2 * mean_inv_r, rtol=1e-3)
-free_error_times_r = -2 * ((gaussians(a6, h) @ A6_free)[0] - f_h)
-assert abs(free_error_times_r + 2 * (A6_free.sum() - N)) < 2e-4
-fit_moment = np.sum(A6 / (2 * a6))
+free_error_times_r = -2 * ((gaussians(a_fit, h) @ A_free)[0] - f_h)
+assert abs(free_error_times_r + 2 * (A_free.sum() - N)) < 2e-4
+
+# ---------- integral of r f, not imposed on the fits ----------
+moments = {}
+for terms, (a, A) in fits.items():
+    moments[terms] = np.sum(A / (2 * a))
+    assert abs(moments[terms] - w @ (r * (gaussians(a, r) @ A))) < 1e-7
+fit_moment = moments[WORKED_TERMS]
 assert abs(fit_moment / (mean_r2 / 6) - 1) < 0.02
 
@@ -189,6 +199,7 @@
 
 shifts = {terms: level_shift(A, a) for terms, (a, A) in fits.items()}
-free_shift = level_shift(A6_free, a6)
-assert abs(shifts[6][0]) < 0.01
+full_shift, first_shift = shifts[WORKED_TERMS]
+free_shift = level_shift(A_free, a_fit)
+assert abs(full_shift) < 0.01
 
 # ---------- output ----------
@@ -199,20 +210,23 @@
 print(f"Core sum <1/r> = {mean_inv_r:.5f} bohr^-1")
 print(f"Core sum <r^2> = {mean_r2:.5f} bohr^2")
-print("Constrained fits: terms, D (bohr), max|f_fit-f|, 3s shift (Ry)")
+print("Constrained fits: terms, D (bohr), max|f_fit-f|,"
+      " error of integral r f (%), 3s shift (Ry)")
 for terms, (a, A) in fits.items():
     worst = np.max(np.abs(gaussians(a, r) @ A - f))
-    print(f"  {terms}  {squared_error(A, a):.4e}  {worst:.5f}"
-          f"  {shifts[terms][0]:+.3e}")
-print(f"Six terms: a_1 = {a6[0]:.6f} bohr^-2, ratio beta = {a6[1] / a6[0]:.6f}")
-print("Six terms: k, a_k (bohr^-2), A_k constrained, A_k free")
-for k in range(6):
-    print(f"  {k + 1}  {a6[k]:12.6f}  {A6[k]:10.6f}  {A6_free[k]:10.6f}")
-print(f"Sum of A_k: constrained {A6.sum():.6f}, free {A6_free.sum():.6f}")
-print(f"D: constrained {D6:.5e} bohr, free {D6_free:.5e} bohr")
+    percent = 100 * (moments[terms] / (mean_r2 / 6) - 1)
+    print(f"  {terms:2d}  {squared_error(A, a):.4e}  {worst:.5f}"
+          f"  {percent:+.4f}  {shifts[terms][0]:+.3e}")
+print(f"Worked fit: {WORKED_TERMS} terms, a_1 = {a_fit[0]:.6f} bohr^-2,"
+      f" ratio beta = {a_fit[1] / a_fit[0]:.6f}")
+print("k, a_k (bohr^-2), A_k constrained, A_k free")
+for k in range(WORKED_TERMS):
+    print(f"  {k + 1:2d}  {a_fit[k]:13.6f}  {A_fit[k]:10.6f}  {A_free[k]:10.6f}")
+print(f"Sum of A_k: constrained {A_fit.sum():.6f}, free {A_free.sum():.6f}")
+print(f"D: constrained {D_con:.5e} bohr, free {D_free:.5e} bohr")
 print(f"Cost of constraint from formula = {constraint_cost:.5e} bohr")
-print("r (bohr), f, f_fit (six terms), U_fit-U (Ry)")
+print("r (bohr), f, f_fit (worked fit), U_fit-U (Ry)")
 for radius in (0.01, 0.05, 0.2, 0.5, 1.0, 2.0):
     exact = deficit(radius)[0]
-    model = (gaussians(a6, radius) @ A6)[0]
+    model = (gaussians(a_fit, radius) @ A_fit)[0]
     print(f"  {radius:.2f}  {exact:.6f}  {model:.6f}"
           f"  {-2 * (model - exact) / radius:+.5f}")
@@ -223,7 +237,7 @@
 print(f"s levels 1s, 2s: {levels[0]:.5f}, {levels[1]:.5f} Ry")
 print(f"3s level, exact core potential = {E3s:.6f} Ry = {E3s * RY_EV:.4f} eV")
-print(f"3s level, six-term fit = {E3s + shifts[6][0]:.6f} Ry")
-print(f"3s shift, constrained: full {shifts[6][0]:+.4e} Ry,"
-      f" first order {shifts[6][1]:+.4e} Ry")
+print(f"3s level, worked fit = {E3s + full_shift:.6f} Ry")
+print(f"3s shift, constrained: full {full_shift:+.4e} Ry,"
+      f" first order {first_shift:+.4e} Ry")
 print(f"3s shift, free: full {free_shift[0]:+.4e} Ry,"
       f" first order {free_shift[1]:+.4e} Ry")
```

After the repair:

```
Nuclear charge Z = 11, core electrons N = 10
Basis: 19 s and 12 p Gaussian exponents
Na+ Hartree-Fock energy = -323.35258 Ry
Virial ratio V/T = -2.0000119
Core sum <1/r> = 35.14340 bohr^-1
Core sum <r^2> = 6.41326 bohr^2
Constrained fits: terms, D (bohr), max|f_fit-f|, error of integral r f (%), 3s shift (Ry)
   2  7.1702e-02  0.67197  -14.6509  -1.313e-02
   4  6.8987e-03  0.30365  -5.6753  +1.283e-03
   6  1.0162e-03  0.17412  -2.1099  +1.372e-03
   8  1.4382e-04  0.09334  -0.8022  +6.171e-04
  10  2.2982e-05  0.05076  -0.3377  +2.540e-04
Worked fit: 10 terms, a_1 = 1.150740 bohr^-2, ratio beta = 2.884713
k, a_k (bohr^-2), A_k constrained, A_k free
   1       1.150740    1.042411    1.042541
   2       3.319555    3.243093    3.242453
   3       9.575962    1.884646    1.886493
   4      27.623901    0.907790    0.903370
   5      79.687018    1.093953    1.103808
   6     229.874158    0.813447    0.792197
   7     663.120913    0.368266    0.412600
   8    1912.913350    0.402928    0.316588
   9    5518.205526   -0.119242    0.020894
  10   15918.437828    0.362709    0.227924
Sum of A_k: constrained 10.000000, free 9.948866
D: constrained 2.29818e-05 bohr, free 1.32716e-05 bohr
Cost of constraint from formula = 9.71012e-06 bohr
r (bohr), f, f_fit (worked fit), U_fit-U (Ry)
  0.01  9.650130  9.635236  +2.97873
  0.05  8.372754  8.370763  +0.07964
  0.20  5.466113  5.466195  -0.00083
  0.50  2.368553  2.369022  -0.00188
  1.00  0.449479  0.447251  +0.00446
  2.00  0.013139  0.010453  +0.00269
U_fit-U at r = 1e-07 bohr: -70.2855 Ry
Limit -2<1/r> = -70.2868 Ry
Free fit: r(U_fit-U) at the nucleus = 0.10226 Ry bohr
Integral of r f: exact 1.068877, fit 1.065267 bohr^2
s levels 1s, 2s: -81.51901, -6.14736 Ry
3s level, exact core potential = -0.363602 Ry = -4.9471 eV
3s level, worked fit = -0.363348 Ry
3s shift, constrained: full +2.5399e-04 Ry, first order +2.5425e-04 Ry
3s shift, free: full +2.5715e-04 Ry, first order +2.5742e-04 Ry
all assertions hold
```
